**Termination of the transcorrelated commutator series**

The program examines the identity e^(−τ)He^τ = H − Σ_i[½(∇_i²τ) + (∇_iτ)·∇_i + ½(∇_iτ)²], where H has a local potential, τ is a multiplicative Jastrow exponent and i labels electrons. For generic functions of two electrons in three dimensions it forms the nested commutators symbolically and asserts the first two, the vanishing of the third, and the full identity. For a three-electron determinant with a three-body exponent, it asserts by high-precision finite differences that the transformed local value is quadratic in the strength of τ. In a harmonic trap with ω = ½, the terms for two electrons add up to 2 hartree at all five separations printed. The averages are 2.064190 hartree for H, zero for the first commutator and −0.064190 hartree for half the second; a separate radial-grid diagonalization gives a ground-state energy of 2.0000 hartree. Further assertions cover the anti-Hermitian first commutator and the absence of a delta function at the electron cusp. The last ones show that a fourth derivative terminates at fourth order and that the series for a nonlocal projector does not stop at second order.

## Program and output

```python
"""
Result under test (Hartree atomic units):
  exp(-tau) H exp(tau) = H + [H,tau] + (1/2)[[H,tau],tau]
    = H - sum_i { (1/2)(lap_i tau) + (grad_i tau).grad_i + (1/2)(grad_i tau)^2 }
H   : -(1/2) sum_i lap_i + V, with V a function of the electron positions
tau : Jastrow exponent, a function of the electron positions
phi : function on which the operators act;  r12 : electron-electron distance
omega : frequency of the harmonic trap in the two-electron example
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def nested(operator, tau, order, f):
    """Apply [[operator,tau],...,tau] with 'order' commutators to f."""
    if order == 0:
        return operator(f)
    return (nested(operator, tau, order - 1, tau * f)
            - tau * nested(operator, tau, order - 1, f))


# ---- Generic functions of two electrons in three dimensions ----
coords = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
tau_g = sp.Function("tau")(*coords)
psi_g = sp.Function("psi")(*coords)
pot_g = sp.Function("V")(*coords)


def hamiltonian(f):
    return -sum(sp.diff(f, c, 2) for c in coords) / 2 + pot_g * f


first = -sum(sp.diff(tau_g, c, 2) * psi_g / 2
             + sp.diff(tau_g, c) * sp.diff(psi_g, c) for c in coords)
second = -sum(sp.diff(tau_g, c)**2 for c in coords) * psi_g
assert sp.expand(nested(hamiltonian, tau_g, 1, psi_g) - first) == 0
assert sp.expand(nested(hamiltonian, tau_g, 2, psi_g) - second) == 0
assert sp.expand(nested(hamiltonian, tau_g, 3, psi_g)) == 0
transformed = sp.expand(sp.exp(-tau_g) * hamiltonian(sp.exp(tau_g) * psi_g))
assert sp.expand(transformed - hamiltonian(psi_g) - first - second / 2) == 0
print("Generic tau, two electrons in 3D: third commutator is zero")

# ---- High-precision finite differences for explicit wavefunctions ----
mp.mp.dps = 50
STEP = mp.mpf(10)**(-12)


def shifted(q, k, d):
    p = list(q)
    p[k] += d
    return p


def gradient(f, q):
    return [(f(shifted(q, k, STEP)) - f(shifted(q, k, -STEP))) / (2 * STEP)
            for k in range(len(q))]


def laplacian(f, q):
    centre = f(q)
    return sum(f(shifted(q, k, STEP)) + f(shifted(q, k, -STEP)) - 2 * centre
               for k in range(len(q))) / STEP**2


def series_terms(q, tau, phi, potential):
    """Bare, Laplacian, gradient and squared terms on phi, over phi."""
    gt, gp, value = gradient(tau, q), gradient(phi, q), phi(q)
    return (-laplacian(phi, q) / (2 * value) + potential(q),
            -laplacian(tau, q) / 2,
            -sum(a * b for a, b in zip(gt, gp)) / value,
            -sum(a * a for a in gt) / 2)


def transformed_local(q, tau, phi, potential, strength):
    """exp(-s tau) H exp(s tau) phi / phi from its definition."""
    def full(p):
        return mp.exp(strength * tau(p)) * phi(p)
    return -laplacian(full, q) / (2 * full(q)) + potential(q)


def distance(q, i, j):
    return mp.sqrt(sum((q[3*i + k] - q[3*j + k])**2 for k in range(3)))


def radius(q, i):
    return mp.sqrt(sum(q[3*i + k]**2 for k in range(3)))


# Three equal-spin electrons, with pair and three-body Jastrow terms
PAIRS = ((0, 1), (0, 2), (1, 2))


def tau_three(q):
    d = [distance(q, i, j) for i, j in PAIRS]
    return sum(x / (4 * (1 + x)) for x in d) + d[0] * d[1] * d[2] / 20


def determinant(q):
    rows = []
    for i in range(3):
        s = radius(q, i)
        rows.append((mp.exp(-s), q[3*i] * mp.exp(-s / 2),
                     q[3*i + 1] * mp.exp(-s / 2)))
    a, b, c = rows
    return (a[0] * (b[1] * c[2] - b[2] * c[1])
            - a[1] * (b[0] * c[2] - b[2] * c[0])
            + a[2] * (b[0] * c[1] - b[1] * c[0]))


def potential_three(q):
    return (-sum(3 / radius(q, i) for i in range(3))
            + sum(1 / distance(q, i, j) for i, j in PAIRS))


point = [mp.mpf(v) / 10 for v in (3, -4, 5, 11, 6, -2, -7, 9, 4)]
bare, lap, drift, square = series_terms(
    point, tau_three, determinant, potential_three)
strengths = (-1, 0, 1, 2)
values = [transformed_local(point, tau_three, determinant,
                            potential_three, s) for s in strengths]
for s, value in zip(strengths, values):
    assert abs(value - (bare + s * (lap + drift) + s**2 * square)) < 1e-15
third_difference = values[3] - 3 * values[2] + 3 * values[1] - values[0]
assert abs(third_difference) < 1e-15
print("Three electrons, nuclear charge 3, one configuration (hartree):")
print(f"  order 0: {float(bare):.6f}, order 1: {float(lap + drift):.6f}, "
      f"order 2: {float(square):.6f}")
for s, value in zip(strengths, values):
    print(f"  transformed local value at strength {s:2d}: {float(value):.6f}")
print(f"  third difference in strength below 1e-15: "
      f"{bool(abs(third_difference) < 1e-15)}")

# ---- Two electrons in a harmonic trap ----
omega = mp.mpf(1) / 2


def tau_pair(q):
    return mp.log(1 + distance(q, 0, 1) / 2)


def gaussian(q):
    return mp.exp(-omega * sum(c * c for c in q) / 2)


def potential_trap(q):
    return omega**2 * sum(c * c for c in q) / 2 + 1 / distance(q, 0, 1)


print(f"Trap frequency omega: {float(omega):.2f} hartree/hbar")
print("Terms on phi divided by phi (r12 in bohr, the rest in hartree):")
print("   r12      bare   Laplacian  gradient   squared"
      "  to order 1  total")
direction = [mp.mpf(v) / 3 for v in (1, 2, 2)]
centre = [mp.mpf(v) / 10 for v in (3, -2, 5)]
for text in ("0.01", "0.5", "1", "2", "6"):
    d = mp.mpf(text)
    q = ([c + d * n / 2 for c, n in zip(centre, direction)]
         + [c - d * n / 2 for c, n in zip(centre, direction)])
    terms = series_terms(q, tau_pair, gaussian, potential_trap)
    closed = (3 * omega + 1 / d, 1 / (2 + d)**2 - 2 / (d * (2 + d)),
              omega * d / (2 + d), -1 / (2 + d)**2)
    assert all(abs(a - b) < 1e-14 for a, b in zip(terms, closed))
    direct = transformed_local(q, tau_pair, gaussian, potential_trap, 1)
    assert abs(direct - sum(terms)) < 1e-14
    assert abs(direct - 2) < 1e-14
    assert abs(sum(terms[:3]) - 2) > 1e-3
    print(f"{float(d):6.2f} " + " ".join(f"{float(t):10.5f}" for t in terms)
          + f" {float(sum(terms[:3])):10.5f} {float(direct):9.5f}")

# ---- Averages of each commutator order in the relative coordinate ----
r = sp.symbols("r", positive=True)
w = sp.Rational(1, 2)
tau_r = sp.log(1 + r / 2)
phi_r = sp.exp(-w * r**2 / 4)
centre_energy = 1.5 * float(w)


def relative_hamiltonian(f):
    return (-sp.diff(f, r, 2) - 2 * sp.diff(f, r) / r
            + (w**2 * r**2 / 4 + 1 / r) * f)


def radial_integral(expression):
    integrand = sp.lambdify(r, expression * r**2, "numpy")
    return quad(integrand, 0, 30, epsabs=1e-11, epsrel=1e-11, limit=300)[0]


norm = radial_integral(phi_r**2)
orders = [radial_integral(phi_r * nested(relative_hamiltonian, tau_r, n,
                                         phi_r)) / norm / math.factorial(n)
          for n in range(4)]
orders[0] += centre_energy
assert abs(orders[0] - (3 * float(w) + math.sqrt(2 * float(w) / math.pi))) < 1e-8
assert abs(orders[1]) < 1e-8
assert abs(orders[3]) < 1e-8
assert abs(sum(orders[:3]) - 2) < 1e-8
print("Averages over phi (hartree):")
print(f"  H: {orders[0]:.6f}")
print(f"  [H,tau]: {abs(round(orders[1], 7)):.6f}")
print(f"  half of [[H,tau],tau]: {orders[2]:.6f}")
print(f"  sum: {sum(orders[:3]):.6f}")
print(f"  second-order term in eV: {orders[2] * HARTREE_EV:.4f}")

# Independent ground-state energy from a radial grid
spacing = 0.01
grid = spacing * np.arange(1, 2000)
diagonal = 2 / spacing**2 + float(w)**2 * grid**2 / 4 + 1 / grid
off_diagonal = -np.ones(len(grid) - 1) / spacing**2
lowest = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                          select="i", select_range=(0, 0))[0]
grid_energy = lowest + centre_energy
assert abs(grid_energy - 2) < 1e-4  # second-order grid error
print(f"Ground-state energy from radial grid: {grid_energy:.4f} hartree")

# ---- The first commutator is anti-Hermitian ----
f_test = sp.exp(-r**2 / 8)
g_test = r**2 * sp.exp(-r**2 / 6)
left = radial_integral(f_test * nested(relative_hamiltonian, tau_r, 1, g_test))
right = radial_integral(g_test * nested(relative_hamiltonian, tau_r, 1, f_test))
assert abs(left + right) < 1e-7 and abs(left) > 1e-2
print("Radial matrix elements of [H,tau], unnormalized f and g (a.u.):")
print(f"  (f,g): {left:.6f}   (g,f): {right:.6f}")

# ---- The cusp leaves no delta function in the Laplacian ----
probe = sp.exp(-r**2)


def laplacian_integrals(u):
    pointwise = sp.simplify(sp.diff(u, r, 2) + 2 * sp.diff(u, r) / r)
    weak = -sp.diff(u, r) * sp.diff(probe, r)
    return (4 * math.pi * radial_integral(pointwise * probe),
            4 * math.pi * radial_integral(weak))


cusp_point, cusp_weak = laplacian_integrals(tau_r)
pole_point, pole_weak = laplacian_integrals(1 / r)
assert abs(cusp_point - cusp_weak) < 1e-8
assert abs(pole_point) < 1e-10 and abs(pole_weak + 4 * math.pi) < 1e-8
print("Laplacian integrated against exp(-r^2), r in bohr (bohr):")
print(f"  tau: pointwise {cusp_point:.6f}, weak form {cusp_weak:.6f}")
print("Same integrals for the function 1/r (dimensionless):")
print(f"  1/r: pointwise {pole_point:.6f}, weak form {pole_weak:.6f}")

# ---- A fourth-order derivative terminates later ----
x = sp.symbols("x", real=True)
t_x, f_x = sp.Function("t")(x), sp.Function("f")(x)


def fourth_derivative(f):
    return sp.diff(f, x, 4)


assert sp.expand(nested(fourth_derivative, t_x, 3, f_x)) != 0
fourth = sp.expand(nested(fourth_derivative, t_x, 4, f_x))
assert sp.expand(fourth - 24 * sp.diff(t_x, x)**4 * f_x) == 0
assert sp.expand(nested(fourth_derivative, t_x, 5, f_x)) == 0
coefficient = sp.simplify(fourth / (sp.diff(t_x, x)**4 * f_x))
print(f"Fourth derivative: fourth commutator = {coefficient} (tau')^4, "
      "fifth = 0")

# ---- A nonlocal projector does not terminate at second order ----
nodes, weights = np.polynomial.hermite.hermgauss(40)
vector = np.sqrt(weights) / math.pi**0.25
projector = np.outer(vector, vector)
tau_nodes = 0.5 * np.exp(-nodes**2)
tau_matrix = np.diag(tau_nodes)
exact = np.diag(np.exp(-tau_nodes)) @ projector @ np.diag(np.exp(tau_nodes))
commutator, partial = projector.copy(), projector.copy()
difference = tau_nodes[None, :] - tau_nodes[:, None]
errors, norms = {}, {}
for n in range(1, 16):
    commutator = commutator @ tau_matrix - tau_matrix @ commutator
    assert np.allclose(commutator, projector * difference**n, atol=1e-13)
    partial = partial + commutator / math.factorial(n)
    errors[n] = np.linalg.norm(exact - partial)
    norms[n] = np.linalg.norm(commutator)
assert norms[3] > 1e-3 and norms[4] > 1e-4
assert errors[2] > 1e-4 and errors[15] < 1e-12
print("Nonlocal projector, tau = exp(-x^2)/2 (dimensionless norms):")
print(f"  third commutator {norms[3]:.3e}, fourth {norms[4]:.3e}")
print(f"  error of series cut at order 2: {errors[2]:.3e}, "
      f"at order 4: {errors[4]:.3e}")

print("every check passed")
```

Running it gives:

```
Generic tau, two electrons in 3D: third commutator is zero
Three electrons, nuclear charge 3, one configuration (hartree):
  order 0: -4.995511, order 1: -0.766867, order 2: -0.135467
  transformed local value at strength -1: -4.364112
  transformed local value at strength  0: -4.995511
  transformed local value at strength  1: -5.897845
  transformed local value at strength  2: -7.071112
  third difference in strength below 1e-15: True
Trap frequency omega: 0.50 hartree/hbar
Terms on phi divided by phi (r12 in bohr, the rest in hartree):
   r12      bare   Laplacian  gradient   squared  to order 1  total
  0.01  101.50000  -99.25497    0.00249   -0.24752    2.24752   2.00000
  0.50    3.50000   -1.44000    0.10000   -0.16000    2.16000   2.00000
  1.00    2.50000   -0.55556    0.16667   -0.11111    2.11111   2.00000
  2.00    2.00000   -0.18750    0.25000   -0.06250    2.06250   2.00000
  6.00    1.66667   -0.02604    0.37500   -0.01562    2.01562   2.00000
Averages over phi (hartree):
  H: 2.064190
  [H,tau]: 0.000000
  half of [[H,tau],tau]: -0.064190
  sum: 2.000000
  second-order term in eV: -1.7467
Ground-state energy from radial grid: 2.0000 hartree
Radial matrix elements of [H,tau], unnormalized f and g (a.u.):
  (f,g): -2.060502   (g,f): 2.060502
Laplacian integrated against exp(-r^2), r in bohr (bohr):
  tau: pointwise 3.853697, weak form 3.853697
Same integrals for the function 1/r (dimensionless):
  1/r: pointwise 0.000000, weak form -12.566371
Fourth derivative: fourth commutator = 24 (tau')^4, fifth = 0
Nonlocal projector, tau = exp(-x^2)/2 (dimensionless norms):
  third commutator 2.430e-02, fourth 9.872e-03
  error of series cut at order 2: 4.104e-03, at order 4: 3.509e-05
every check passed
```
